\section*{Preferred wavelengths of molten and solid metal cylinders}

\section{Problem}

A long metal cylinder of radius $R$ stands free in vacuum. Its surface carries a small axisymmetric ripple,
\begin{equation}
r(z,t)=R+\zeta(z,t),\qquad \zeta=\hat\zeta\,e^{st}\cos kz ,
\end{equation}
and we write $x=kR$, $y=x^2$. Positive $s$ means growth. The wavelength $\lambda=2\pi/k$ with the largest $s$ is called the preferred wavelength.

(a) The metal is molten: an incompressible liquid of density $\rho$, constant surface tension $\gamma$ and negligible viscosity. Find the preferred wavelength.

(b) The metal is solid and changes shape by surface diffusion alone, with isotropic surface energy and diffusivity. Find the preferred wavelength and compare it with (a). Is the agreement or disagreement a general property of capillary breakup?

(c) Apply the results to a molten lead line with $R=1000$ nm at 650 K, and judge whether viscosity may be neglected in the comparison.

\section{A tempting solution}

Ripples shorter than the circumference do not grow, so the growing ones are long. Treat the liquid as a slender column whose axial velocity $u(z,t)$ is uniform over each cross-section. Conservation of volume, $\partial_t(\pi r^2)+\partial_z(\pi r^2u)=0$, becomes to first order
\begin{equation}
\partial_t\zeta=-\frac R2\,\partial_z u .
\label{eq:cont}
\end{equation}
The pressure in the liquid is $\gamma\kappa$, where $\kappa$ is the sum of the two principal curvatures,
\begin{equation}
\kappa=\frac{1}{r\sqrt{1+r_z^2}}-\frac{r_{zz}}{(1+r_z^2)^{3/2}} .
\end{equation}
To first order in $\zeta$ its change is
\begin{equation}
\delta\kappa=-\frac{\zeta}{R^2}-\partial_z^2\zeta=-\frac{1-x^2}{R^2}\,\zeta .
\label{eq:curv}
\end{equation}
For $x<1$ the pressure is therefore higher in the necks, where $\zeta<0$, and liquid is driven into the bulges. Axial momentum gives $\rho\,\partial_tu=-\gamma\,\partial_z\delta\kappa$. Differentiate \eqref{eq:cont} in time and insert this:
\begin{equation}
s^2\zeta=-\frac R2\,\partial_z\partial_tu=\frac{\gamma R}{2\rho}\,\partial_z^2\delta\kappa .
\end{equation}
Since $\partial_z^2\to-k^2=-x^2/R^2$, the two minus signs cancel and
\begin{equation}
s^2=\frac{\gamma}{\rho R^3}\,\frac{x^2(1-x^2)}{2}.
\label{eq:slender}
\end{equation}
The maximum of $y(1-y)$ is at $y=1/2$, so $\lambda=2\sqrt2\,\pi R=8.89R$. The solid, treated below, has a growth rate proportional to the same function $x^2(1-x^2)$. The conclusion would be that melting leaves the preferred wavelength unchanged.

\section{Where it fails}

Equation \eqref{eq:slender} is a correct leading term for $x\ll1$. It was then maximized, and the maximum lies at $x\approx0.7$, which is not small. What was dropped is the inertia of the radial motion. If $u$ is uniform over the section, incompressibility requires a radial velocity $u_r=-(r/2)\,\partial_zu$. For a sinusoidal flow the squares of sine and cosine have equal averages along $z$, so the ratio of radial to axial kinetic energy is
\begin{equation}
\frac{\int_0^R (kr/2)^2\,2\pi r\,dr}{\int_0^R 2\pi r\,dr}
=\frac{k^2}{4}\,\frac{R^4/4}{R^2/2}=\frac{k^2R^2}{8}=\frac y8 .
\label{eq:ke}
\end{equation}
At $y=1/2$ this is $1/16$. The capillary drive has to accelerate that extra motion too, and the burden increases with $k$. A constant extra mass would lower every rate and leave the maximum in place; a mass that grows with $k$ moves the maximum towards longer waves. The apparent identity of the two wavelengths is thus produced by the approximation.

\section{Solution for the liquid}

\subsection{Dispersion relation}

Flow started from rest in an inviscid liquid is irrotational, so the velocity is $\nabla\phi$ with $\nabla^2\phi=0$. Setting $\phi=f(r)e^{st}\cos kz$ gives
\begin{equation}
f''+\frac{f'}r-k^2f=0 .
\end{equation}
The solution that is finite on the axis is $f=A\,I_0(kr)$, where $I_n$ are modified Bessel functions. Three linearized conditions hold at $r=R$.

The surface moves with the liquid. With $I_0'=I_1$,
\begin{equation}
s\hat\zeta=A\,k\,I_1(x).
\label{eq:kin}
\end{equation}
The pressure change balances the change in capillary pressure, because vacuum exerts no stress. From \eqref{eq:curv},
\begin{equation}
\delta p=-\frac{\gamma}{R^2}(1-x^2)\,\zeta .
\end{equation}
The linearized Bernoulli equation is $\rho\,\partial_t\phi+\delta p=0$, hence
\begin{equation}
\rho sA\,I_0(x)=\frac{\gamma}{R^2}(1-x^2)\,\hat\zeta .
\end{equation}
Substituting $\hat\zeta=AkI_1/s$ from \eqref{eq:kin}, cancelling $A$ and using $k=x/R$, we obtain Rayleigh's relation:
\begin{equation}
s^2=\frac{\gamma}{\rho R^3}\,x(1-x^2)\,q(x),\qquad q(x)=\frac{I_1(x)}{I_0(x)} .
\label{eq:rayleigh}
\end{equation}
For $0<x<1$ one root $s$ is positive. For $x>1$, $s^2$ is negative and the surface oscillates, since the ripple then increases the area at fixed volume.

\subsection{The maximum}

On the growing branch $s>0$, so $s$ and $s^2$ have their maximum at the same $x$. From $I_0'=I_1$ and $I_1'=I_0-I_1/x$,
\begin{equation}
q'=\frac{I_1'}{I_0}-\frac{I_1I_0'}{I_0^2}=1-\frac qx-q^2 .
\label{eq:riccati}
\end{equation}
The logarithmic derivative of \eqref{eq:rayleigh} must vanish:
\begin{align}
0&=\frac1x-\frac{2x}{1-x^2}+\frac{q'}q\nonumber\\
&=\frac1x-\frac{2x}{1-x^2}+\frac1q-\frac1x-q .
\end{align}
The terms $1/x$ cancel, which leaves
\begin{equation}
\frac1q-q=\frac{2x}{1-x^2}.
\label{eq:stat}
\end{equation}

This equation has one root in $0<x<1$. To see it, note that $q>0$ for $x>0$ and that $q$ starts as $x/2$, so $q'$ starts at $1/2$. Suppose $q'$ had a first zero. Differentiating \eqref{eq:riccati} gives
\begin{equation}
q''=-\frac{q'}x+\frac q{x^2}-2qq' ,
\end{equation}
which equals $q/x^2>0$ at that point. But a positive function falling to its first zero cannot have a positive slope there. Hence $q$ increases for all $x>0$. Nor can it reach 1, because \eqref{eq:riccati} would then give $q'=-1/x<0$. The left side of \eqref{eq:stat} therefore falls steadily from infinity to a finite positive value at $x=1$, while the right side rises from zero to infinity. They cross once. Since $s^2$ vanishes at both ends of the interval and is positive between them, the crossing is the maximum.

Numerical root finding in a bracketing interval gives
\begin{equation}
x_{\rm m}=0.6970,\qquad q(x_{\rm m})=0.3289 .
\end{equation}
Both sides of \eqref{eq:stat} are then 2.711. The preferred wavelength and its growth rate are
\begin{equation}
\lambda_{\rm liq}=\frac{2\pi R}{0.6970}=9.01\,R,\qquad
s_{\rm m}=0.343\sqrt{\frac{\gamma}{\rho R^3}} .
\label{eq:liq}
\end{equation}
The slender formula gives $\sqrt{1/8}=0.354$ for the last coefficient, 3\% above the correct value.

\section{Solution for the solid}

An atom on a curved isotropic surface has chemical potential $\chi=\chi_0+\gamma_{\rm s}\Omega\kappa$, where $\gamma_{\rm s}$ is the surface energy and $\Omega$ the atomic volume. Let $n_{\rm s}$ be the number of mobile atoms per area and $D_{\rm s}$ their diffusivity. The surface flux is
\begin{equation}
J=-\frac{D_{\rm s}n_{\rm s}}{k_{\rm B}T}\,\partial_z\chi .
\end{equation}
Where more atoms arrive than leave, the surface advances: $\partial_t\zeta=-\Omega\,\partial_zJ$ to first order. Therefore
\begin{equation}
\partial_t\zeta=B\,\partial_z^2\delta\kappa,\qquad
B=\frac{D_{\rm s}n_{\rm s}\gamma_{\rm s}\Omega^2}{k_{\rm B}T}.
\end{equation}
Equation \eqref{eq:curv} and $\partial_z^2\to-x^2/R^2$ give
\begin{equation}
s=\frac B{R^4}\,x^2(1-x^2).
\label{eq:solid}
\end{equation}
No slenderness was assumed: there is no flow in the interior, and \eqref{eq:solid} is the linear result of this model at any $x$. Its maximum is at $x=1/\sqrt2$:
\begin{equation}
\lambda_{\rm sol}=2\sqrt2\,\pi R=8.89\,R .
\end{equation}
The liquid value is longer by 1.4\% of the solid value.

\section{Why the values are close}

The power series of the Bessel functions give
\begin{equation}
\frac{2q}{x}=\frac{1+y/8+y^2/192+\cdots}{1+y/4+y^2/64+\cdots}
=1-\frac y8+\frac{y^2}{48}-\cdots .
\end{equation}
Rayleigh's relation is thus
\begin{equation}
s^2=\frac{\gamma}{\rho R^3}\,\frac{y(1-y)}2\left(1-\frac y8+\frac{y^2}{48}-\cdots\right).
\end{equation}
The first correction, $-y/8$, is the radial inertia of \eqref{eq:ke}. Keep only its slope, $-1/8$, in the logarithmic derivative and set $y=1/2+\delta$:
\begin{equation}
\frac1y-\frac1{1-y}-\frac18\approx(2-4\delta)-(2+4\delta)-\frac18=0 .
\end{equation}
So $\delta=-1/64$ and $\lambda\approx2\pi R/\sqrt{31/64}=9.03R$. The next term of the series has the opposite sign, weakens the slope, and brings the estimate back towards $9.01R$.

Both processes have the same capillary drive, $1-x^2$. Both also contain two axial derivatives: one turns curvature into a driving gradient, the other turns transport into accumulation. In the liquid the gradient sets an acceleration, so the product gives $s^2$; in the solid it sets a flux, so the product gives $s$. Similar wavelengths therefore do not imply similar kinetics. At fixed material constants, doubling $R$ lengthens the growth time of the preferred ripple by $2^{3/2}\approx2.8$ in the inviscid liquid and by $2^4=16$ in the solid.

\section{A viscous liquid}

The closeness depends on inertia controlling the flow. Return to the slender column and add viscosity $\mu$. Axial stretching at rate $\partial_zu$ is accompanied by radial contraction at rate $-\tfrac12\partial_zu$. If $p$ is the internal pressure, the normal stresses are
\begin{equation}
\sigma_{rr}=-p-\mu\,\partial_zu,\qquad \sigma_{zz}=-p+2\mu\,\partial_zu .
\end{equation}
The surface condition $\sigma_{rr}=-\gamma\kappa$ fixes $p=\gamma\kappa-\mu\,\partial_zu$, so $\sigma_{zz}=-\gamma\kappa+3\mu\,\partial_zu$. To first order the axial force balance becomes
\begin{equation}
\rho\,\partial_tu=-\gamma\,\partial_z\delta\kappa+3\mu\,\partial_z^2u .
\end{equation}
Here the tension along the perimeter, $2\pi r\gamma$, changes by $2\pi\gamma\zeta$, which cancels the change $-2\pi R\zeta\,\gamma/R$ caused by the base pressure acting on a changed area. Eliminate $u$ with \eqref{eq:cont} and measure $s$ in units of $\sqrt{\gamma/\rho R^3}$:
\begin{equation}
s^2+3\,{\rm Oh}\,y\,s=\frac{y(1-y)}2,\qquad {\rm Oh}=\frac{\mu}{\sqrt{\rho\gamma R}} .
\label{eq:weber}
\end{equation}
At the maximum $ds/dy=0$, so differentiating gives $3\,{\rm Oh}\,s=(1-2y)/2$. Inserting this into \eqref{eq:weber} gives $s^2=y^2/2$, hence $s=y/\sqrt2$. Then $y=\tfrac12/(1+3\,{\rm Oh}/\sqrt2)$ and
\begin{equation}
\lambda\approx2\sqrt2\,\pi R\,\sqrt{1+\frac{3\,{\rm Oh}}{\sqrt2}} .
\label{eq:visc}
\end{equation}
Viscosity lengthens the preferred wave without limit as Oh grows.

This estimate has the slender error, so the number needed for (c) comes from the full linear problem. With $R=\rho=\gamma=1$, the velocity amplitudes multiplying $e^{ixz+st}$ are
\begin{align}
u_r&=A\,xI_1(xr)+C\,xI_1(lr),\nonumber\\
u_z&=i\left[A\,xI_0(xr)+C\,lI_0(lr)\right],
\end{align}
with $l^2=x^2+s/{\rm Oh}$ and $p=-sA\,I_0(xr)$. The $A$ part is irrotational and the $C$ part carries the vorticity. Zero shear stress at $r=1$ requires
\begin{equation}
C\,I_1(l)=-\frac{2x^2}{x^2+l^2}\,A\,I_1(x),
\end{equation}
and the normal stress balance at $r=1$ is
\begin{equation}
s^2A\,I_0(x)+2\,{\rm Oh}\,s\,\partial_ru_r=(1-x^2)\,u_r .
\end{equation}
Solving this numerically for $s$ and maximizing over $x$ at ${\rm Oh}=1$ gives $\lambda=15.7R$. So the answer to the last question in (b) is no: the near agreement belongs to liquids of low viscosity.

\section{The lead line}

Molten lead has a density near 11 g/cm$^3$. The example assumes the inputs $\rho=10.6$ g/cm$^3$, $\gamma=0.45$ N/m and $\mu=2.5$ mPa\,s, chosen as rough values for this liquid. For $R=1000$ nm the capillary rate $\sqrt{\gamma/\rho R^3}$ is 6.52 $\mu$s$^{-1}$. From \eqref{eq:liq},
\begin{equation}
s_{\rm m}=0.343\times6.52=2.24\ \mu{\rm s}^{-1},
\end{equation}
a growth time of 0.45 $\mu$s. The inviscid wavelength is about 9010 nm; the solid formula at the same radius gives about 8890 nm. If one wavelength of liquid gathers into one drop of radius $a$, then $\tfrac43\pi a^3=\pi R^2\lambda$ and
\begin{equation}
a=\left(\tfrac34\times9.01\right)^{1/3}R=1.89\,R\approx1890\ {\rm nm}.
\end{equation}

As a rough starting size for the ripple, take the thermal length $\sqrt{k_{\rm B}T/\gamma}=0.14$ nm. Extrapolating linear growth until the ripple equals $R$ gives a rough breakup time,
\begin{equation}
t_{\rm b}\approx\frac{\ln(1000/0.141)}{s_{\rm m}}=8.87\times0.447\approx4\ \mu{\rm s}.
\end{equation}
The starting size enters only through the logarithm: one ten times smaller would add $\ln(10)/s_{\rm m}\approx1\ \mu$s. The final pinching is nonlinear and is not described here.

The Ohnesorge number is ${\rm Oh}=0.036$, which looks negligible. Yet the full viscous problem gives $\lambda=9.35R$, or 9350 nm. This is 3.7\% above the inviscid value, more than twice the liquid--solid difference, and the peak growth rate falls by 7\%. Formula \eqref{eq:visc} gives $9.22R$. In the full problem the viscous shift comes down to 1.4\% at ${\rm Oh}=0.0136$, which for these properties means $R\approx7\ \mu$m. These figures follow the rough viscosity: with $\mu=2.36$ mPa\,s, 6\% lower, they become $\lambda=9.33R$, a shift of 3.5\% and $R\approx6.3\ \mu$m, since that radius scales as $\mu^2$. For the 1000 nm line, $9.01R$ is therefore a good approximation to the wavelength, but the small difference between 9.01 and 8.89 does not measure the effect of melting.

The maximum is also flat. By \eqref{eq:rayleigh}, the inviscid liquid grows at the solid's preferred $x$ only 0.04\% more slowly than at its own, and every wavelength from $8.42R$ to $9.75R$ grows within 1\% of the peak rate. With equal starting amplitudes, a ripple at the edge of this band reaches $e^{-0.01\times8.87}=0.92$ of the preferred amplitude after $t_{\rm b}$. These limits are for the inviscid liquid; at ${\rm Oh}=0.036$ the 1\% band moves to $8.71R$--$10.13R$, which still contains both $8.89R$ and $9.01R$. Spacings spread over at least a band of this width are to be expected from random initial ripples in the model.

Other neglected effects are small for a long free line. The Bond number $\rho gR^2/\gamma$ is $2\times10^{-7}$. With a rough sound speed $c=1800$ m/s, $s_{\rm m}R/c=10^{-3}$. With a rough heat capacity $c_p=150$ J/(kg\,K), black-body radiation, which overstates the loss from a metal line of this radius (a wire ten or more times thinner can emit more than a black surface of equal area), cools the line by $2\sigma_{\rm SB}T^4t_{\rm b}/(\rho c_pR)=0.05$ K, where $\sigma_{\rm SB}$ is the Stefan--Boltzmann constant. With $10^{-5}$ Torr as a generous upper bound on the vapour pressure (tabulated values at 650 K are near $10^{-7}$ Torr), free evaporation removes at most about $10^{-6}$ nm. The ends matter more: with a rough conductivity $K=16$ W/(m\,K), heat diffuses $\sqrt{Kt_{\rm b}/\rho c_p}\approx6300$ nm during breakup, so cold supports cool a region comparable with one wavelength. A shape disturbance at a support also grows and spreads along the line, and it can reach further than the cooling. The line must be many wavelengths long.

Real interconnect lines differ from this model in size and support. Conductors in chips can be tens of nanometres wide. For a lead cylinder with $R=20$ nm, ${\rm Oh}=0.036\sqrt{50}\approx0.26$, and \eqref{eq:visc} gives about $11R$, so viscosity alone removes the near agreement. Such lines also rest on or lie inside other solids. Contact changes both the capillary drive and the flow, and an oxide skin can resist the motion; neither shift is calculated here. A solid line has, in addition, a surface energy and diffusivity that depend on crystal orientation, which \eqref{eq:solid} omits. The ratios 9.01 and 8.89 are not safe lengths, since every wavelength above $2\pi R$ can grow. They should be used to estimate the initial ripple spacing only for long, free, clean, round cylinders, with low Oh in the molten case and isotropic surface diffusion in the solid case.
